# Fringe Shift with Defocus in Nontelecentric Two-Beam Imaging, part 1

(Sections cited here and not found follow in the second part.)

## The tilt of two-beam fringes

Two infinite plane waves of one frequency, crossing in a uniform medium, bring a single length with them, the wavelength in that medium. The sideways movement of a fringe per unit movement of the observation plane is a length divided by a length. It cannot depend on the wavelength, because no second length is available to form a ratio. It is a pure function of the two propagation angles, and symmetry nearly fixes that function.

Let \(z\) be the optical axis, pointing along the propagation, and let \(x\) lie in the image plane. The waves travel in the \(x\)-\(z\) plane at signed angles \(\theta_1\) and \(\theta_2\) from \(z\), positive towards \(+x\). The phase difference of two plane waves is linear in position, so the fringes are parallel straight lines. Let \(F(\theta_1,\theta_2)\) be their angle from \(z\), counted in the same sense. A line has no arrow, so \(F\) is defined modulo \(180^\circ\). In an isotropic medium, turning both waves by an angle \(\alpha\) turns the whole pattern by \(\alpha\):

\[
F(\theta_1+\alpha,\theta_2+\alpha)=F(\theta_1,\theta_2)+\alpha .
\]

Define the mean angle and the half difference,

\[
m=\frac{\theta_1+\theta_2}{2},\qquad h=\frac{\theta_1-\theta_2}{2},
\]

so that \(\theta_1=m+h\) and \(\theta_2=m-h\). The choice \(\alpha=-m\) gives \(F(\theta_1,\theta_2)=m+F(h,-h)\). For equal amplitudes, exchanging the waves changes nothing, so \(F(h,-h)=F(-h,h)\). Reflection \(x\to-x\) reverses every angle, so \(F(-h,h)=-F(h,-h)\). Together these say that \(F(h,-h)\) equals its own negative modulo \(180^\circ\), which leaves \(0\) or \(90^\circ\). The fringes therefore run either along the bisector of the two propagation directions or across it. Along the bisector both waves advance in phase at the same rate, so their phase difference stays constant there. That selects \(0\), and the fringes lie at the angle \(m\). A fringe followed along \(z\) moves sideways by \(\tan m\) per unit distance.

The explicit calculation confirms this, removes the restriction to equal amplitudes, and shows when the fringes exist. Let the vacuum wavelength be \(\lambda\) and let the medium be lossless with refractive index \(n\). The wave vectors are

\[
\mathbf k_j=\frac{2\pi n}{\lambda}\,(\sin\theta_j,\,0,\,\cos\theta_j),\qquad j=1,2,
\]

with \(|\theta_j|<90^\circ\), so that both waves travel forward, and with \(\theta_1\neq\theta_2\). The complex fields, with the common time factor removed, are

\[
\mathbf E_j=a_j\,\mathbf e_j\,e^{i(\mathbf k_j\cdot\mathbf r+\varphi_j)},
\]

where \(a_j>0\) is an amplitude, \(\mathbf e_j\) a real unit polarization vector and \(\varphi_j\) a constant phase. Mutual coherence means that \(\varphi_1-\varphi_2\) does not fluctuate during the exposure. The intensity is taken as \(I=|\mathbf E_1+\mathbf E_2|^2\), which is proportional to the time-averaged square of the electric field. Multiplying out the square gives

\[
I=a_1^2+a_2^2+a_1a_2\,(\mathbf e_1\cdot\mathbf e_2)\left(e^{i\Phi}+e^{-i\Phi}\right)
=a_1^2+a_2^2+2a_1a_2\,g\cos\Phi ,
\]

with the overlap \(g=\mathbf e_1\cdot\mathbf e_2\) and the phase difference

\[
\Phi=(\mathbf k_1-\mathbf k_2)\cdot\mathbf r+\varphi_1-\varphi_2 .
\]

In TE polarization both electric fields point along \(y\), and \(g=1\). In TM polarization the field lies in the \(x\)-\(z\) plane and is perpendicular to \(\mathbf k_j\), so \(\mathbf e_j=(\cos\theta_j,0,-\sin\theta_j)\). Then

\[
g=\cos\theta_1\cos\theta_2+\sin\theta_1\sin\theta_2=\cos(\theta_1-\theta_2).
\]

The extreme intensities are \(a_1^2+a_2^2\pm2a_1a_2|g|\). The contrast, which is their difference divided by their sum, is

\[
V=\frac{2a_1a_2|g|}{a_1^2+a_2^2}.
\]

Unequal amplitudes lower \(V\) but do not enter \(\Phi\), so they leave the fringes where they are. If \(g<0\), the bright fringes sit at \(\Phi=\pi\) instead of \(\Phi=0\), modulo \(2\pi\). That is a displacement by half a pitch, the same in every plane. If TM waves cross at right angles, then \(g=0\), and there is no fringe whose movement could be followed.

In coordinates the phase difference is

\[
\Phi=\frac{2\pi n}{\lambda}\left[(\sin\theta_1-\sin\theta_2)\,x+(\cos\theta_1-\cos\theta_2)\,z\right]+\varphi_1-\varphi_2 .
\]

At fixed \(z\), neighbouring bright fringes differ by \(2\pi\) in \(\Phi\). The lateral pitch is therefore

\[
p=\frac{\lambda}{n\,|\sin\theta_1-\sin\theta_2|}.
\]

To follow one fringe, hold \(\Phi\) fixed while \(z\) changes. Setting \(d\Phi=0\) gives

\[
(\sin\theta_1-\sin\theta_2)\,dx+(\cos\theta_1-\cos\theta_2)\,dz=0,
\]

and hence

\[
\frac{dx}{dz}=-\frac{\cos\theta_1-\cos\theta_2}{\sin\theta_1-\sin\theta_2}.
\]

The addition theorems, applied to \(\theta_1=m+h\) and \(\theta_2=m-h\), turn the two differences into products:

\[
\sin(m+h)-\sin(m-h)=2\cos m\,\sin h,
\]
\[
\cos(m+h)-\cos(m-h)=-2\sin m\,\sin h .
\]

The minus sign in the second line cancels the one in front of the fraction. The factor \(2\sin h\) cancels as well, and it is not zero, because \(\theta_1\ne\theta_2\) and both angles are below \(90^\circ\) in magnitude. The same bounds give \(|m|<90^\circ\), so \(\cos m>0\). The result is

\[
\boxed{\;\frac{dx}{dz}=\tan m=\tan\frac{\theta_1+\theta_2}{2}\;}
\]

Its magnitude is independent of the axis convention, but its sign is not. With \(z\) along the propagation, a fringe moves towards the side to which the mean direction points. Reversing \(z\) alone, with the beams unchanged, reverses the sign.

The sign can be understood from the phases. Suppose wave 1 is the more oblique one and leans towards \(+x\). Its phase grows more slowly along \(z\) than that of wave 2, so it falls behind as the plane moves downstream. To restore the old phase difference one must step towards \(+x\), where wave 1 gains phase relative to wave 2.

The geometric reading follows from the equal lengths of the wave vectors:

\[
(\mathbf k_1-\mathbf k_2)\cdot(\mathbf k_1+\mathbf k_2)=|\mathbf k_1|^2-|\mathbf k_2|^2=0 .
\]

The phase difference changes fastest along \(\mathbf k_1-\mathbf k_2\), which is normal to the fringes, so the fringes run along \(\mathbf k_1+\mathbf k_2\). The equation also shows what equal lengths are needed for. In a birefringent medium the two waves can have different indices. The right side is then not zero, and the fringes leave the bisector.

The law was tested on intensities computed from the vector fields, with an amplitude ratio of 0.6. The angle pairs were \((20^\circ,-35^\circ)\), \((60^\circ,10^\circ)\), \((-70^\circ,-15^\circ)\), \((75^\circ,62^\circ)\), \((30^\circ,-30^\circ)\) and \((70^\circ,-50^\circ)\), each in both polarizations. Fringe centres located from the intensity alone moved with slopes that differed from \(\tan m\) by at most \(3.3\times10^{-12}\). The last pair has a negative TM overlap, and its reversed fringes obey the same law.

Some limits show what the formula contains. For \(\theta_2=-\theta_1\) the slope is zero and the fringes stand parallel to the axis. This is the telecentric case, in which defocus does not move the pattern. For \(\theta_2=0\) the slope is \(\tan(\theta_1/2)\), so one beam along the axis does not hold the fringes in place. When \(\theta_2\to\theta_1\) the slope tends to \(\tan\theta_1\), the slope of the common ray, while the pitch grows without bound. A fringe position by itself is known only modulo \(p\), so a shift has a definite value only if the fringe is followed continuously, or if the shift is known to be below half a pitch.

It is tempting to let each beam carry the pattern along its own ray and to average the two displacements. That would give the slope \((\tan\theta_1+\tan\theta_2)/2\). To compare it with the true one, put the tangents over a common denominator:

\[
\frac{\tan\theta_1+\tan\theta_2}{2}=\frac{\sin(\theta_1+\theta_2)}{2\cos\theta_1\cos\theta_2}
=\frac{\sin m\cos m}{\cos\theta_1\cos\theta_2}.
\]

The product in the denominator is

\[
\cos\theta_1\cos\theta_2=\frac{\cos2m+\cos2h}{2}=\cos^2m-\sin^2h .
\]

For \(m\ne0\), the ratio of the averaged ray slope to the fringe slope is therefore

\[
\frac{(\tan\theta_1+\tan\theta_2)/2}{\tan m}=\frac{1}{1-\sin^2h/\cos^2m}>1 .
\]

The rule overstates the shift, and it approaches the true slope only when \(|\sin h|\) is small compared with \(\cos m\). The rays describe how the edges of wide but finite beams travel. The fringes inside the region of overlap are fixed by phase, and they need not move with those edges.

In projection lithography the two waves are diffraction orders of a periodic mask, and the natural variable is the pupil coordinate \(q_j=n\sin\theta_j\). Refraction at a surface parallel to the wafer leaves it unchanged. Two neighbouring orders of a pattern with pitch \(p\) at wafer scale differ by \(\lambda/p\) in \(q\). Write

\[
q_1=s+\delta,\qquad q_2=-s+\delta,\qquad s=\frac{\lambda}{2p},
\]

where \(\delta\) is the common displacement of the pair from the symmetric position. The sum and the difference of the two coordinates give

\[
2\delta=n(\sin\theta_1+\sin\theta_2)=2n\sin m\cos h,
\]
\[
2s=n(\sin\theta_1-\sin\theta_2)=2n\cos m\sin h .
\]

The first relation shows that the tilt vanishes when \(\delta=0\). For small \(\delta\) the tilt follows from the slope formula before the angles are combined. Put \(C(q)=\sqrt{n^2-q^2}=n\cos\theta\), an even function of \(q\). Then

\[
\tan m=\frac{C(q_2)-C(q_1)}{q_1-q_2}=\frac{C(s-\delta)-C(s+\delta)}{2s}.
\]

In a Taylor expansion about \(s\) the even powers of \(\delta\) cancel:

\[
\tan m=-\frac1s\left[C'(s)\,\delta+\frac{C'''(s)}{6}\,\delta^3+\dots\right].
\]

Differentiation gives \(C'=-q/C\), then \(C''=-n^2/C^3\), then \(C'''=-3n^2q/C^5\). With \(C\) from here on standing for \(C(s)\),

\[
\tan m=\frac{\delta}{C}+\frac{n^2\delta^3}{2C^5}+\dots,\qquad C=\sqrt{n^2-\left(\frac{\lambda}{2p}\right)^2}.
\]

The leading term shows that a given pupil offset tilts the fringes of fine pitches more. As \(p\) falls, \(s\) rises towards \(n\), the waves become more oblique and \(C\) shrinks.

For numbers, take water-immersion exposure with an argon fluoride laser, in rough typical values: \(\lambda=193\) nm, \(n=1.44\) and a numerical aperture of 1.35. Let the pitch be 90 nm and the offset \(\delta=0.02\). Then \(s=193/180=1.0722\), and the orders lie at \(q_1=1.0922\) and \(q_2=-1.0522\). Division by \(n\) and the inverse sine give \(\theta_1=49.331^\circ\) and \(\theta_2=-46.946^\circ\). Their mean is \(1.193^\circ\), and

\[
\tan m=0.02082 .
\]

The leading term gives nearly the same value: \(C=\sqrt{2.0736-1.1497}=0.961\), and \(0.02/0.961=0.0208\). A defocus of 50 nm therefore moves the fringes by \(50\times0.02082=1.04\) nm, a rate of 20.8 nm per micrometre. The averaged ray slope would be 0.0468, too large by a factor of 2.25. At these steep angles the difference between following phases and following rays is larger than the placement error itself.

Two-beam fringes in an isotropic medium run along the bisector of the propagation directions and move by \(\tan m\) per unit defocus, which gives 1.04 nm at 50 nm defocus in the lithographic example. It remains to build the image from many source points and to examine the effects of pitch, pole size, aberration, resist, reflection and polarization.
